Photoionization of a Short-Range Level and of a Hydrogenic Donor

Q: Light lifts an electron from an impurity level into a band. I would expect the absorption to be strongest at threshold, where the photon just suffices. Why should a deep level behave differently?

A: Whether it does depends on the final state near threshold, so we need the cross section. Take one electron of effective mass m in a single spherical parabolic band, with binding energy E_b = ħ²κ²/2m. The states are envelope functions. The light is polarized along z, its wavelength is much longer than the bound state, and the refractive index n is constant.

The field E₀ cos ωt gives the perturbation eE₀z cos ωt, up to a sign that drops out. Half of its amplitude belongs to absorption, so the golden rule gives the rate

W = (2π/ħ)(eE₀/2)² S, S = Σ_f |⟨f|z|i⟩|² δ(E_f − E_i − ħω).

The cross section is the absorbed power ħωW divided by the intensity nε₀cE₀²/2:

σ = ħω · (2π/ħ)(e²E₀²/4) S · 2/(nε₀cE₀²) = πωe²S/(nε₀c).

With the fine-structure constant α = e²/(4πε₀ħc), we have e²/(ε₀c) = 4πħα, and therefore

σ = (4π²α/n) ħω S.

Q: You have used the mean field in the crystal. The impurity may feel another one.

A: Then σ is multiplied by the squared ratio of local to mean field. I set that ratio to one. If it is independent of frequency, it changes the height and not the shape.

Q: What is the bound state? We have not specified the potential.

A: Suppose its range is much shorter than 1/κ. Outside it, the s-wave function u = rψ obeys u″ = κ²u, whose decaying solution is e^(−κr). In the limit of vanishing range this form holds everywhere, ψ = N e^(−κr)/r, and normalization requires

1 = 4πN² ∫₀^∞ e^(−2κr) dr = 2πN²/κ, so N² = κ/2π.

Its Fourier transform, after the angular integration, is

φ(k) = (4πN/k) ∫₀^∞ sin(kr) e^(−κr) dr = 4πN/(k²+κ²) = √(8πκ)/(k²+κ²).

Q: For the final state you will now use a plane wave. But the potential that binds the electron must also scatter it.

A: It scatters the s wave. The operator z carries angular momentum one, so from an s state it reaches p waves alone. A p wave vanishes at the origin, and a potential of vanishing range leaves it free. The s part of the plane wave is wrong, but it contributes nothing to this matrix element.

Since ∂/∂k_z acting on e^(−i**k**·**r**) gives −iz e^(−i**k**·**r**),

⟨**k**|z|i⟩ = i ∂φ/∂k_z = −2i k_z √(8πκ)/(k²+κ²)²,

|⟨**k**|z|i⟩|² = 32πκ k_z²/(k²+κ²)⁴.

Q: Please keep the density of states visible. Factors of two get lost there.

A: The electron keeps its spin, so there is no spin factor. The number of plane waves per unit volume and energy is

∫ d³k′/(2π)³ δ(ħ²k′²/2m − ħ²k²/2m) = (k²/2π²) · m/(ħ²k) = mk/(2π²ħ²),

where ħ²k²/2m = ħω − E_b. The angular average of k_z² is k²/3. Hence

S = [32πκk²/(3(k²+κ²)⁴)] · mk/(2π²ħ²) = 16mκk³/[3πħ²(k²+κ²)⁴].

Multiplying by ħω = ħ²(k²+κ²)/2m removes one power of the denominator:

ħω S = 8κk³/[3π(k²+κ²)³],

σ = (32πα/3n) κk³/(k²+κ²)³.

To express this in energies, insert κ = (2mE_b)^(1/2)/ħ, k = [2m(ħω−E_b)]^(1/2)/ħ and k²+κ² = 2mħω/ħ². The factors of 2m and ħ combine to (2m/ħ²)²/(2m/ħ²)³ = ħ²/2m, so

σ = (16παħ²/3nm) E_b^(1/2) (ħω−E_b)^(3/2)/(ħω)³.

This is Lucovsky's cross section for the zero-range level.

Q: It vanishes at threshold. Where is it largest?

A: Let x = ħω/E_b. The shape is (x−1)^(3/2)/x³, and

d ln σ/dx = 3/[2(x−1)] − 3/x = 0

gives x = 2(x−1), hence x = 2. The derivative is positive below this point and negative above it, so the single maximum lies at twice the binding energy. There k = κ, and κk³/(k²+κ²)³ = 1/(8κ²), which gives

σ_max = 4πα/(3nκ²).

A second way of writing the result shows why k = κ is singled out:

σ = (32πα/3nκ²) / (k/κ + κ/k)³.

The sum of a positive number and its inverse is smallest when the number is one. The expression is also unchanged when k/κ is replaced by κ/k, that is, when x−1 is replaced by 1/(x−1). Thus x = 1.5 and x = 3 give equal cross sections, as do x = 1.25 and x = 5.

Physically, a slow p wave hardly enters the region where the bound electron sits, which suppresses σ at small k. A fast one oscillates within that region and the dipole integral cancels. The compromise is a wave number equal to the inverse decay length.

Q: A shape can be right and its prefactor wrong. Is there a check that does not repeat the same integral?

A: The total absorption is fixed by a commutator. For H = −ħ²∇²/2m + V(r), [H,z] = −(ħ²/m)∂_z and [z,[H,z]] = ħ²/m. Writing out the double commutator in the initial state and inserting a complete set gives

ħ²/m = 2 Σ_f (E_f−E_i)|⟨f|z|i⟩|².

Integrating σ over photon energy removes the delta function, so all transitions together must give

∫ σ d(ħω) = (4π²α/n)(ħ²/2m) = 2π²αħ²/(nm).

The zero-range potential has no other bound state, so its continuum must supply the whole amount. With d(ħω) = E_b dx, our formula gives

(16παħ²/3nm) ∫₁^∞ (x−1)^(3/2)/x³ dx.

Put x = 1+tan²θ. Then dx = 2 tanθ sec²θ dθ, and the integral becomes 2∫₀^(π/2) sin⁴θ dθ = 3π/8. The product is 2π²αħ²/(nm), as required.

Q: No real impurity has zero range. Does the peak survive?

A: A square well of radius R can be solved for both states, with the p wave scattered by the same well. At fixed binding energy the numerical results are as follows.

κR = 0.5: peak at x = 2.037; σ at x = 2 is 1.76 times the zero-range value.
κR = 0.1: peak at x = 2.0003; σ at x = 2 is 1.107 times the zero-range value.

For these two radii the position is much less sensitive than the height. To see where the height comes from, write the outer function as u = A e^(−κr), with ∫u²dr = 1 over all r. Zero range means A² = 2κ. In a real well, the inner function is a sine arch that joins the exponential with the same slope at R. The arch is concave and the exponential convex, so the arch lies below the exponential continued inward. Less weight sits inside, and A² must exceed 2κ. The computed ratio A²/2κ is 1.106 for κR = 0.1, which reproduces the factor 1.107 in σ to within 0.1% of that factor. For κR = 0.5 the ratio is 1.69 against 1.76, and in the z form of the matrix element the remainder comes from the action of the well on the p wave: with the p wave left free, the factor in σ is 1.685. This split depends on the form, since a free p wave is not an eigenstate of the well; with the derivative form the free-wave factor is 1.54.

Q: Now the shallow donor. Why not put a different bound state into the same plane-wave calculation?

A: Because the attraction −1/r reaches the outgoing p wave. Let a be the effective Bohr radius. I measure lengths in a, k in 1/a and energies in ħ²/(ma²). Then H = −∇²/2 − 1/r, the bound state is e^(−r)/√π with energy −1/2, and ω = (1+k²)/2. The decay constant is κ = 1, so again x = 1+k².

The outgoing p wave obeys

u″ + (k² + 2/r − 2/r²)u = 0.

Substitute u = r²e^(−ikr)w. The terms in k² and 1/r² cancel, and division by r leaves

r w″ + (4−2ikr)w′ − (4ik−2)w = 0.

In the variable s = 2ikr this is Kummer's equation, s w_ss + (4−s)w_s − bw = 0, with b = (4ik−2)/(2ik) = 2+i/k. The solution regular at the origin is w = M(b,4,s), where M is Kummer's function.

Q: How is that wave normalized? The threshold value must depend on it.

A: It does. Write the wave of unit amplitude at infinity as C(kr)²e^(−ikr)M. For large |s|, Kummer's function approaches

M → 6[e^s s^(b−4)/Γ(b) + (−s)^(−b)/Γ(4−b)].

Each term has magnitude 6(2kr)^(−2)e^(−π/2k)/|Γ(2+i/k)|; the exponential comes from raising ±i to an imaginary power. After multiplication by e^(−ikr) the two terms are complex conjugates, so (kr)²e^(−ikr)M oscillates with amplitude 2·(6/4)e^(−π/2k)/|Γ(2+i/k)|. Unit amplitude therefore needs

C² = e^(π/k)|Γ(2+i/k)|²/9.

With |Γ(2+iη)|² = (1+η²)πη/sinh(πη) and η = 1/k,

C² = [(1+k²)/(9k²)] (2π/k)/(1−e^(−2π/k)).

Waves of unit amplitude overlap as (π/2)δ(k−k′) = (πk/2)δ(E−E′), because dE = k dk. Normalization per unit energy thus adds a factor √(2/πk) to u.

Q: And the dipole integral with such a function?

A: It is easier with a derivative than with z. In these units [H,z] = −∂_z, so ω⟨f|z|i⟩ = −⟨f|∂_z|i⟩. This is legitimate because both states belong to the same H. The derivative of the bound state is −cosθ e^(−r)/√π, and the final state is (u/r)√(3/4π) cosθ. The angular integral is √(3/4π)(4π/3)/√π = 2/√3, hence

|⟨f|z|i⟩|² = 4J²/(3ω²), J = ∫₀^∞ r u e^(−r) dr = √(2/πk) C k² K,

K = ∫₀^∞ r³ e^(−λr) M(b,4,2ikr) dr, λ = 1+ik.

Expand M = Σ_j (b)_j s^j/[(4)_j j!], where (b)_j = b(b+1)…(b+j−1). Each power integrates to ∫r^(3+j)e^(−λr)dr = 6(4)_j/λ^(4+j), and (4)_j cancels. What remains is a binomial series:

K = 6λ^(−4)(1−2ik/λ)^(−b).

The series converges for small k, and analytic continuation extends the result to all k > 0. Since 1−2ik/λ = (1−ik)/(1+ik) = e^(−2i arctan k), the real part 2 of b turns λ^(−4) into (1+k²)^(−2), and the imaginary part gives a real exponential:

K = 6(1+k²)^(−2) e^(−2 arctan(k)/k).

Collecting the factors in J², the powers of k cancel and the numbers give (2/π)(2π)(36/9) = 16:

J² = 16(1+k²)^(−3) D, D = e^(−4 arctan(k)/k)/(1−e^(−2π/k)).

Finally σ = (4π²αa²/n)ω · 4J²/(3ω²), with 1/ω = 2/(1+k²):

σ_H = (512π²αa²/3n) (1+k²)^(−4) D.

Direct integration of the original z matrix element, using independently computed Coulomb waves, agrees with this formula at the four energies tested.

Q: So what happens at threshold?

A: As k → 0, arctan(k)/k → 1 and e^(−2π/k) → 0. The cross section starts at a finite value,

σ_H(threshold) = 512π²αa²/(3e⁴n) = 30.85 αa²/n,

where e⁴ is the fourth power of the base of natural logarithms. Next, arctan(k)/k ≈ 1−k²/3 contributes a factor 1+4k²/3, while (1+k²)^(−4) contributes 1−4k². The initial fall is therefore 1−(8/3)(x−1).

Q: An initial fall does not exclude a later maximum.

A: Differentiate the logarithm, with y = 2π/k:

k d ln σ_H/dk = −8k²/(1+k²) + 4 arctan(k)/k − 4/(1+k²) + y/(e^y−1).

Because arctan(k)/k < 1, the two middle terms add up to less than 4k²/(1+k²). Because e^y−1 > y+y³/6, the last term is less than

1/(1+y²/6) = k²/(k²+2π²/3) < k²/(1+k²).

The sum is thus below −3k²/(1+k²), which is negative for every k > 0. The hydrogenic cross section is largest at threshold.

Q: Two things changed, the bound state and the final state. Which one is responsible?

A: Compare the p waves near the centre, each normalized per unit energy. A free wave behaves as (kr)²/3, so

u²/r⁴ → (2/πk)k⁴/9 = 2k³/(9π).

The Coulomb wave gives (2/πk)C²k⁴. At small k, C² ≈ 2π/(9k³), and the density tends to 4/9. The attraction draws the slow electron inward and cancels the factor k³. At ka = 0.1 the computed densities in these units are 0.448 with the Coulomb field and 7.07×10⁻⁵ without it.

One can also keep the 1s state and artificially make the final wave free. The transform of e^(−r)/√π is 8√π/(1+k²)², its derivative is −32√π k_z/(1+k²)³, and the factors ω, k and k² then give

σ ∝ x · k³/x⁶ = (x−1)^(3/2)/x⁵.

This vanishes at threshold and peaks where 3/[2(x−1)] = 5/x, at x = 10/7. The combination mixes two Hamiltonians and is a diagnostic, not a model of a donor. It shows that the finite threshold comes from the Coulomb final state, while the bound state influences where a peak lies if there is one.

Q: Then a deep level that leaves a charged centre behind is not covered by the short-range formula?

A: Not near threshold. If the electron leaves behind a core of charge +e, the core attracts it at long range, and the k³ suppression is lifted at small enough k. The formula suits a level whose core is neutral after ionization. Relative to a free wave, the density near the centre is raised by

9C² = (1+η²) 2πη/(1−e^(−2πη)), η = 1/(ka),

with k and a now in ordinary units. This tends to one for ka ≫ 2π. It is not the factor by which σ changes, because the dipole integral has its weight at distances of order 1/κ, and because the Coulomb tail also alters the bound state.

Q: Put in numbers, so that I can judge the sizes.

A: Take round model parameters: m = 0.1 electron masses, n = 3.5, relative permittivity n² = 12.25, and a short-range level with E_b = 0.2 eV. Its decay length is 1/κ = 1.380 nm. The peak lies at 2 × 0.2 eV = 0.4 eV, with

σ_max = 4.189 × (7.297×10⁻³/3.5) × (1.380 nm)² = 0.0166 nm² = 1.66×10⁻¹⁶ cm².

The hydrogenic donor of the same band has a = 6.48 nm, a binding energy of 9.07 meV, and

σ_H(threshold) = 30.85 × (7.297×10⁻³/3.5) × (6.48 nm)² = 2.70 nm² = 2.70×10⁻¹⁴ cm².

The ratio of the maxima is about 162. Part of it is size: (6.48/1.380)² ≈ 22. The rest is the ratio at equal decay length,

[512π²/(3e⁴)]/(4π/3) = 128π/e⁴ ≈ 7.37.

If the core of the 0.2 eV level were left with charge +e, then at the peak ka = 6.48/1.380 ≈ 4.7 and η ≈ 0.21, so the density factor above would be about 1.9. The cross section does not simply follow it. With the bound state kept as e^(−κr)/r and a Coulomb p wave, σ at x = 2 is 0.97 times the zero-range value if the z matrix element is used and 1.25 times if the derivative form is used; the two differ because these states belong to different Hamiltonians. When the Coulomb tail is also included in the bound state at the same binding energy, with the core still of zero range, the two forms agree: σ at x = 2 is about 1.5 times that value and the peak moves to x ≈ 1.56. The neutral core is a real condition here.

Q: How sharp is the short-range peak?

A: It is broad. In units of α/(nκ²), with κ = 1/a for the hydrogenic case, the two spectra are:

x = 1: short-range 0, hydrogenic 30.85
x = 1.25: 2.14 and 16.90
x = 1.5: 3.51 and 10.23
x = 2: 4.19 and 4.56
x = 3: 3.51 and 1.41
x = 5: 2.14 and 0.31
x = 10: 0.90 and 0.036

The short-range curve stays above half its maximum from x = 1.25 to x = 5, here from 0.25 to 1.0 eV. The upper end lies 0.8 eV above the band edge, where a real band with m = 0.1 is no longer parabolic, so this range describes the model only. To extract E_b from data that follow this law, a straight line is better than the flat top:

σ^(2/3)(ħω)² ∝ ħω − E_b.

Its intercept is the binding energy.

Q: The hydrogenic curve ends up far below the other. Is that also a final-state effect?

A: At high energy the roles are reversed. For large k, D → k/2π, so σ_H ∝ k^(−8)·k = k^(−7), or x^(−7/2). The short-range result falls as k^(−3), or x^(−3/2). The artificial combination of the 1s state with a free wave, (x−1)^(3/2)/x⁵, also falls as x^(−7/2), so the difference in power comes from the bound state: the transform of e^(−κr)/r falls as k^(−2), that of e^(−r) as k^(−4). The height of the combination is not unique, because it mixes two Hamiltonians: with the z matrix element used above its ratio to σ_H tends slowly to four as k → ∞, while with the derivative form −⟨f|∂_z|i⟩/ω the shape is the same and the ratio tends to one. The slow short-range tail relies on the 1/r rise of the wave function continuing to the centre. With a finite range R it ends when kR passes about one: for the square well with κR = 0.1, σ is 1.06 times the zero-range value at kR = 1, but only 0.46 times at kR = 2.

The sum rule shows the same contrast. The zero-range continuum holds all the oscillator strength. The hydrogenic continuum holds 0.435 of it, and the lines to bound p states below threshold hold the other 0.565.

Q: What else would move the peak away from 2E_b?

A: Several departures from the assumptions that gave (x−1)^(3/2)/x³ can do so. A band that is not parabolic over the photon energies used changes both k and the density of states. A level built from several bands, or transitions into a band other than its own, needs matrix elements between Bloch functions that this calculation does not contain. Lattice relaxation spreads the threshold over a range of photon energies. Depth alone therefore does not guarantee the factor two; it belongs to a short-range s level, one parabolic band and a free p wave. The numerical output below gives most of the values used here to more digits.

Table of computed values

```
INPUT mass ratio, index, permittivity: 0.1 3.5 12.25
Short-range binding energy: 0.200 eV
Short-range decay length 1/kappa: 1.3802 nm
Short-range peak photon energy: 0.4000 eV
Short-range peak cross section: 1.6637e-16 cm^2
Donor effective Bohr radius: 6.4824 nm
Donor binding energy: 9.0667 meV
Donor threshold cross section: 2.7030e-14 cm^2
Ratio donor/short-range maxima: 162.47
SPECTRA in alpha/(n kappa^2); last column: example level, cm^2
x | zero-range | hydrogenic | short-range example
1.00 | 0.0000 | 30.8511 | 0
1.10 | 0.7962 | 23.8980 | 3.162e-17
1.25 | 2.1447 | 16.9018 | 8.518e-17
1.50 | 3.5104 | 10.2346 | 1.394e-16
2.00 | 4.1888 | 4.5579 | 1.664e-16
3.00 | 3.5104 | 1.4113 | 1.394e-16
5.00 | 2.1447 | 0.3077 | 8.518e-17
10.00 | 0.9048 | 0.0363 | 3.594e-17
Peak x, zero range, numerical: 2.00000
Ratio of maxima at equal kappa: 7.3652
Hydrogenic initial relative slope in x: -2.6662
Hydrogenic largest relative quadrature error: 3.3e-12
Sum-rule fraction, zero-range continuum: 1.000000
Sum-rule fraction, hydrogenic continuum: 0.43500
Sum-rule fraction, hydrogenic lines: 0.56500
SQUARE WELL: kappa R | peak x | sigma/zero-range at x=2 | tail gain
0.5 | 2.03653 | 1.76053 | 1.68714
0.1 | 2.00029 | 1.10654 | 1.10621
Control (1s to free wave) peak x: 1.42857
Control threshold power of (x-1): 1.4928
Central p density at k a=0.1, Coulomb (reduced): 0.44844
Central p density at k a=0.1, free (reduced): 7.074e-05
High-energy powers, zero range, hydrogenic: -1.5000, -3.4999
```
